\section*{The Streda relation and the Hall conductivity of filled Landau levels}

\section{A case simple enough to see through}

Take independent electrons of charge $-e$ ($e>0$) in the $xy$ plane, in a field $B>0$ along $+z$, at zero temperature. The conductivity is defined by $j_i=\sum_j\sigma_{ij}E_j$, and levels of different spin are counted separately. With $A_y=Bx$ and a uniform field $E_x$, the potential energy is $+eE_xx$. For plane waves $e^{iky}$,
\begin{equation}
H_k=\frac{p_x^2}{2m}+\frac{m\omega^2}{2}(x-X)^2+eE_xx,\qquad \omega=\frac{eB}{m},\quad X=-\frac{\hbar k}{eB}.
\end{equation}
Without $E_x$ the energies are $(N+\tfrac12)\hbar\omega$, $N=0,1,\dots$ The electric field moves the minimum of the parabola to $x=X-eE_x/(m\omega^2)$. Since $v_y=(\hbar k+eBx)/m=\omega(x-X)$, every state has
\begin{equation}
\langle v_y\rangle=-\frac{eE_x}{m\omega}=-\frac{E_x}{B},\qquad \langle v_x\rangle=\frac{\langle p_x\rangle}{m}=0 .
\end{equation}
If $n$ is the number of electrons per area, $j_y=-en\langle v_y\rangle=enE_x/B$, so $\sigma_{yx}=en/B$ and $\sigma_{xx}=0$. Symmetry under a quarter turn about $z$ requires $\sigma_{xy}=-\sigma_{yx}$, hence $\sigma_{xy}=-en/B$.

Now count states. In a sample $L_x\times L_y$ the allowed $k$ are spaced by $2\pi/L_y$, so the centres $X$ are spaced by $h/(eBL_y)$. Fitting them into $0<X<L_x$ gives $eBL_xL_y/h$ states, or $n_L=eB/h$ per area and level. If the chemical potential $\mu$ lies between levels and $\nu$ of them are filled,
\begin{equation}
n=\nu\frac{eB}{h},\qquad \left(\frac{\partial n}{\partial B}\right)_\mu=\nu\frac eh,\qquad \sigma_{xy}=-\nu\frac{e^2}{h}.
\label{LL}
\end{equation}
The derivative is simple because a small change of $B$ at fixed $\mu$ leaves the integer $\nu$ unchanged. At fixed $n$ the derivative would be zero.

Here $\sigma_{xy}$ equals both $-en/B$ and $-e(\partial n/\partial B)_\mu$. This example cannot tell which expression survives when a crystal potential is added.

\section{What Faraday's law suggests}

Suppose the bulk has a gap at $\mu$, that $\sigma_{xx}=\sigma_{yy}=0$ and $\sigma_{yx}=-\sigma_{xy}$, and that the current follows the local field. Raise $B$ slowly in some region. With $\rho=-en$, charge conservation and Faraday's law give
\begin{align}
\partial_t\rho&=-\partial_xj_x-\partial_yj_y
=-\sigma_{xy}(\partial_xE_y-\partial_yE_x)=\sigma_{xy}\,\partial_tB .
\end{align}
The induced electric field circulates around the added flux, and the Hall current carries charge across the circle. If the system stays in its ground state with $\mu$ in the same gap,
\begin{equation}
\boxed{\;\sigma_{xy}=-e\left(\frac{\partial n}{\partial B}\right)_\mu\;}
\label{streda}
\end{equation}
This is the Streda relation. The argument fixes the sign and selects the derivative, but it assumes a local Hall response. The next two sections compute both sides from the electron states.

\section{The Hall conductivity of a gapped system}

Let $H=\boldsymbol\pi^2/2m+V(\mathbf r)$ with $\boldsymbol\pi=\mathbf p+e\mathbf A$, $\mathbf v=\boldsymbol\pi/m$ and $V$ periodic. The area is $S$, with periodic boundaries. A uniform field $E_y$ enters through an extra vector potential $a_y(t)$ with $\dot a_y=-E_y$. Because $\partial H/\partial a_y=ev_y$,
\begin{equation}
\dot H=-eE_yv_y .
\end{equation}
Let $|n\rangle$ be a filled and $|m\rangle$ an empty instantaneous eigenstate. Up to a phase, the evolving state is $|n\rangle+\sum_mc_m|m\rangle$. Mixing among filled states does not alter the filled subspace, so it drops out of the total current. Projecting the Schr\"odinger equation on $\langle m|$ gives
\begin{equation}
i\hbar\langle m|\dot n\rangle+i\hbar\dot c_m+E_nc_m=E_mc_m .
\end{equation}
For a field that varies slowly on the time $\hbar/(\text{gap})$, $\dot c_m$ is negligible. Differentiating $H|n\rangle=E_n|n\rangle$ and projecting on $\langle m|$ gives $\langle m|\dot n\rangle=\langle m|\dot H|n\rangle/(E_n-E_m)$. Therefore
\begin{equation}
c_m=\frac{i\hbar\langle m|\dot n\rangle}{E_m-E_n}=\frac{i\hbar eE_y(v_y)_{mn}}{(E_m-E_n)^2}.
\end{equation}
The induced current is
\begin{equation}
j_x=-\frac eS\sum_{n,m}2\,\mathrm{Re}\,[c_m(v_x)_{nm}].
\end{equation}
Since $\mathrm{Re}(iz)=-\mathrm{Im}\,z$,
\begin{equation}
\sigma_{xy}=\frac{2\hbar e^2}{S}\sum_{n\,\mathrm{filled}}\ \sum_{m\,\mathrm{empty}}\frac{\mathrm{Im}[(v_x)_{nm}(v_y)_{mn}]}{(E_n-E_m)^2}.
\label{kubo}
\end{equation}
Replacing $v_x$ by $v_y$ makes the product $|(v_y)_{mn}|^2$, which is real, so $\sigma_{yy}=0$; likewise $\sigma_{xx}=0$. Exchanging $x$ and $y$ turns the product into its complex conjugate, so $\sigma_{yx}=-\sigma_{xy}$. The gap keeps the denominators away from zero.

\subsection*{Limit: no crystal potential}

From $[\pi_x,\pi_y]=-i\hbar eB$, the operator $a=(\pi_x-i\pi_y)/\sqrt{2\hbar eB}$ obeys $[a,a^\dagger]=1$, and
\begin{equation}
\pi_x=\sqrt{\tfrac{\hbar eB}{2}}\,(a+a^\dagger),\qquad
\pi_y=i\sqrt{\tfrac{\hbar eB}{2}}\,(a-a^\dagger).
\end{equation}
These change the level index by one, so with $\nu$ levels filled the transition $N=\nu-1\to\nu$ is the one that contributes. Its product is
\begin{equation}
(v_x)_{\nu-1,\nu}(v_y)_{\nu,\nu-1}=\frac{\hbar eB}{2m^2}\sqrt\nu\,(-i\sqrt\nu)=-\frac{i\nu\hbar eB}{2m^2}.
\end{equation}
There are $SeB/h$ such transitions, each with energy $\hbar eB/m$. Hence
\begin{equation}
\sigma_{xy}=2\hbar e^2\,\frac{eB}{h}\left(-\frac{\nu\hbar eB}{2m^2}\right)\frac{m^2}{\hbar^2e^2B^2}=-\nu\frac{e^2}{h},
\end{equation}
in agreement with (\ref{LL}).

\section{The density in a slowly modulated magnetic field}

Now add a static field $\delta B\cos qx$ through $\delta A_y=(\delta B/q)\sin qx$. A function of $x$ commutes with $v_y$, so the first-order perturbation is
\begin{equation}
W=\frac{e\,\delta B}{q}\sin(qx)\,v_y .
\end{equation}
Write the density wave as $\delta n_q\cos qx$. Its amplitude is $2/S$ times the change of $\langle\cos qx\rangle$ summed over filled states:
\begin{equation}
\delta n_q=\frac2S\sum_{n,m}2\,\mathrm{Re}\,\frac{(\cos qx)_{nm}W_{mn}}{E_n-E_m}.
\end{equation}
Put $F=e^{iqx}$, so that $\cos qx=(F+F^\dagger)/2$ and $\sin qx=(F-F^\dagger)/2i$. A magnetic translation by $R$ along $x$ leaves $H$ and $v_y$ unchanged and multiplies $F$ by $e^{iqR}$. Sums with two factors $F$, or two factors $F^\dagger$, must equal themselves times $e^{\pm2iqR}$ and vanish for small $q\neq0$. What remains is
\begin{equation}
\delta n_q=\frac{e\,\delta B}{Sq}\sum_{n,m}\mathrm{Re}\,\frac1i\,
\frac{F^\dagger_{nm}(Fv_y)_{mn}-F_{nm}(F^\dagger v_y)_{mn}}{E_n-E_m}.
\label{dens}
\end{equation}

Charge conservation converts the density matrix elements into current matrix elements. Define $J_x(q)=\tfrac12(v_xF+Fv_x)$ and $J_y(q)=Fv_y$. Since $[\pi_x,F]=\hbar qF$,
\begin{equation}
[H,F]=\frac{1}{2m}\left(\pi_x[\pi_x,F]+[\pi_x,F]\pi_x\right)=\hbar q\,J_x(q).
\end{equation}
Taking matrix elements, also with $q\to-q$,
\begin{equation}
F_{nm}=\frac{\hbar qJ_x(q)_{nm}}{E_n-E_m},\qquad
F^\dagger_{nm}=-\frac{\hbar qJ_x(-q)_{nm}}{E_n-E_m}.
\end{equation}
The factor $q$ cancels the $1/q$ of the vector potential. With $\mathrm{Re}(z/i)=\mathrm{Im}\,z$,
\begin{equation}
\frac{\delta n_q}{\delta B}=-\frac{\hbar e}{S}\sum_{n,m}\mathrm{Im}\,
\frac{J_x(q)_{nm}J_y(-q)_{mn}+J_x(-q)_{nm}J_y(q)_{mn}}{(E_n-E_m)^2}.
\label{finiteq}
\end{equation}
As $q\to0$, $J_x(\pm q)\to v_x$ and $J_y(\pm q)\to v_y$. The gap bounds the denominators from below, so the limit is regular and the two terms become equal. Comparison with (\ref{kubo}) gives
\begin{equation}
\lim_{q\to0}\frac{\delta n_q}{\delta B}=-\frac{\sigma_{xy}}e .
\end{equation}

The left side is the derivative at fixed $\mu$. In a gapped system the density at a point depends appreciably only on the Hamiltonian within a finite distance. When the modulation is much longer than that distance, each region has the bulk density of a uniform field $B+\delta B\cos qx$. One chemical potential serves all regions, and it remains in the gap for small $\delta B$. Thus $\delta n_q/\delta B\to(\partial n/\partial B)_\mu$, which proves (\ref{streda}). In a metal the denominators reach zero, the limits of small $q$ and small frequency need not commute, and this proof does not apply.

\subsection*{Limit: from short to long modulation}

For free electrons I evaluated $(h/e)\,\delta n_q/\delta B$ in two ways: by diagonalizing the Hamiltonian on a grid with $\delta B/B=10^{-3}$, and by summing (\ref{finiteq}) over Landau levels. The two agree to the digits shown. With $\ell=\sqrt{\hbar/eB}$:
\begin{center}
\begin{tabular}{cccc}
$\nu$ & $q\ell=0.5$ & $q\ell=0.1$ & $q\ell=0.02$\\
1 & 0.826 & 0.993 & 1.000\\
2 & 1.349 & 1.970 & 1.999\\
3 & 1.630 & 2.933 & 2.997
\end{tabular}
\end{center}
The integer belongs to the long-wavelength limit. Expression (\ref{finiteq}) is even in $q$, so the leading correction is of order $q^2$. For $\nu=3$ the deficit falls from 0.067 to 0.0027 when $q$ is divided by five, a factor of 25.

\section{A lattice separates the derivative from the ratio}

To decide between $n/B$ and $\partial n/\partial B$, take a square lattice with nearest-neighbour hopping $-w$ and spacing $d$. The field enters through hopping phases, and $\phi=eBd^2/h$ is the flux per cell in units of $h/e$. With $N_c=nd^2$ electrons per cell, relation (\ref{streda}) reads
\begin{equation}
\sigma_{xy}=-\frac{e^2}{h}\left(\frac{\partial N_c}{\partial\phi}\right)_\mu .
\end{equation}
At $\phi=p/s$, in lowest terms, there are $s$ bands, each holding $1/s$ electron per cell. I found the slope by counting states below a fixed $\mu$ at two fluxes on either side of $\phi$. Separately, I evaluated (\ref{kubo}) at $\phi$ itself, with velocities $\hbar^{-1}\partial H/\partial\mathbf k$:
\begin{center}
\begin{tabular}{ccccc}
$\phi$ & $N_c$ & $N_c/\phi$ & $\partial N_c/\partial\phi$ & $\sigma_{xy}h/e^2$\\
1/31 & 3/31 & 3 & $3$ & $-3$\\
1/3 & 1/3 & 1 & $1$ & $-1$\\
1/3 & 2/3 & 2 & $-1$ & $+1$\\
2/5 & 1/5 & 0.5 & $-2$ & $+2$
\end{tabular}
\end{center}
At $\phi=1/31$ the bottom of the band behaves as a free-electron gas, and its third gap has the free-electron value. In the last two rows the ratio $N_c/\phi$ gives the wrong size and even the wrong sign, while the derivative agrees with the velocity sum. For two filled bands at $\phi=1/3$, the values $N_c=2/3$ and slope $-1$ mean $N_c=1-\phi$ near this flux: one electron per cell, the content of the whole zero-field band, less one per flux quantum. The constant part does not contribute to the Hall conductivity.

The case $\phi=1/3$, $N_c=2/3$ also allows a direct look at the current. I evolved the filled states in time under a smooth pulse of $E_y$ lasting $60\,\hbar/w$, which shifted $k_y$ by $0.5/d$ in total. The charge transported along $x$, divided by the time integral of $E_y$, gave $\sigma_{xy}=0.997\,e^2/h$, within 0.4\% of the value from (\ref{kubo}). The shortfall is an error of the time step, $0.1\,\hbar/w$: halving the step gives 0.999, and the converged value for this pulse is 1.0000.

\section{Graphene: a level at zero energy}

Near one corner of the Brillouin zone, graphene has
\begin{equation}
H=v\begin{pmatrix}0&\pi_x-i\pi_y\\ \pi_x+i\pi_y&0\end{pmatrix}
=v\sqrt{2\hbar eB}\begin{pmatrix}0&a\\a^\dagger&0\end{pmatrix}.
\end{equation}
For a state $(f,g)$ with energy $\varepsilon v\sqrt{2\hbar eB}$, the two rows read $ag=\varepsilon f$ and $a^\dagger f=\varepsilon g$. Applying $a^\dagger$ to the first gives $a^\dagger ag=\varepsilon^2g$, so $\varepsilon^2=N$ and
\begin{equation}
E_{\pm N}=\pm v\sqrt{2\hbar eBN},\qquad N=0,1,2,\dots
\end{equation}
The state $f=0$, $ag=0$ is a single level at zero energy. Each level again holds $eB/h$ states per area. The other corner has the same energies, and with spin there are four copies. The proof above carries over: $H$ is linear in $\boldsymbol\pi$, the velocity components are $v$ times Pauli matrices, and $[H,F]=\hbar qv_xF$.

With nearest-neighbour hopping the spectrum is symmetric about zero. At neutrality half of all states are filled, so the zero level is half full. Measure $n$ from neutrality, where the total density is fixed by the lattice and does not depend on $B$. If $N$ is the highest filled level,
\begin{equation}
n=4\left(N+\tfrac12\right)\frac{eB}{h},\qquad \sigma_{xy}=-(4N+2)\frac{e^2}{h}.
\end{equation}
The half-filled level shifts the sequence, yet the total remains an integer: 2, 6, 10, and so on. Counting on a honeycomb lattice at $1/31$ flux quantum per cell confirms the first two steps. For one spin, the gaps above $N=0$ and $N=1$ have slopes 1 and 3, and the velocity sum gives $-1$ and $-3$. Two spins double these values.

\subsection*{Numbers at 10 T}

Take $v=10^6$ m/s, a rough typical value, and $B=10$ T. Then $\ell=8.11$ nm, $E_1=114.7$ meV, $E_2=162.3$ meV and $eB/h=2.418\times10^{11}$ cm$^{-2}$. A chemical potential of 60 meV lies between the zero level and $E_1$, so
\begin{align}
n&=2\times2.418\times10^{11}=4.836\times10^{11}\ \mathrm{cm^{-2}},\\
(\partial n/\partial B)_\mu&=4.836\times10^{10}\ \mathrm{cm^{-2}/T},\\
\sigma_{xy}&=-2\times38.74=-77.48\ \mu\mathrm S .
\end{align}
With $\sigma_{xx}=0$, inverting the conductivity matrix gives $\rho_{xy}=-1/\sigma_{xy}=12.906$ k$\Omega$. At $\mu=130$ meV, between $E_1$ and $E_2$, the integer is 6 and $\rho_{xy}=4.302$ k$\Omega$. Because $E_1\propto\sqrt B$, the first gap contains $\mu=60$ meV for $B>10\,(60/114.7)^2=2.7$ T; for sharp levels at zero temperature the slope is constant throughout that range. Near its lower end even a little heat matters: at 4.2 K the slope is $1.87\,e/h$ at 3.0 T and reaches $2.00\,e/h$ by 3.3 T.

Temperature shows why the gap condition matters. At 4.2 K, $kT=0.36$ meV, and a finite difference with Fermi occupations returns the integers. At 300 K, $kT=25.9$ meV, and for $\mu=60$ meV the same calculation gives $(h/e)(\partial n/\partial B)_\mu=0.99$, while $nh/(eB)=2.17$. The largest single part of the drop from 2, about 0.4 out of 1.0, comes from $E_1$; partial emptying of the zero level and the levels above $E_1$ supply the rest. If $f$ is the occupation of $E_1$, its four copies contribute $4Bf$ to $nh/e$, and $dE_1/dB=E_1/2B$, so the contribution to the slope is
\begin{equation}
4f-2f(1-f)\frac{E_1}{kT}\simeq0.43-0.85=-0.42,\qquad f\simeq0.11 .
\end{equation}
Raising $B$ adds states to the level but also lifts it away from $\mu$ and empties it. Without disorder, the velocity sum weighted with Fermi occupations gives $\sigma_{xy}=-2.17\,e^2/h$ at 300 K. The Hall conductivity of this clean model therefore follows the ratio $nh/(eB)$ and not the derivative: the gapped formula has left its range.

\subsection*{Beside a real device}

The nearest level lies 54.7 meV from $\mu=60$ meV, which sets the scale for what the model omits. For disorder, take a mobility of $10^5$ cm$^2$/Vs, roughly that of a clean encapsulated sheet. With the zero-field Fermi energy $E_F=\hbar v\sqrt{\pi n}=81$ meV, the scattering time is $\tau=(\text{mobility})E_F/(ev^2)=0.81$ ps. A self-consistent Born estimate uses $\Sigma=Un_L/(E-\Sigma)$, with $U$ fixed by $\hbar/\tau=2\pi UD$ and $D=E_F/(2\pi\hbar^2v^2)$. This takes the scattering time from the mobility as the lifetime of a state and ignores the two-component form of the graphene states. The quadratic for $\Sigma$ has complex roots for $|E|<2\sqrt{Un_L}=6.5$ meV, a first estimate of the half-width of a level. For short-range scatterers that act equally on both components and do not mix the corners, the lifetime is half the scattering time from the mobility, and the same kind of estimate gives about 13 meV for the zero level and 9 meV for the others. If small-angle scattering dominates, the lifetime is shorter still and the levels can be broader. In the short-range estimates no states reach $\mu$, and the integer does not move. Real samples can have localized states in the gap; the proof, which needs an empty gap, does not cover them.

The Zeeman splitting for $g=2$ is 1.2 meV. A current of 1 $\mu$A in a bar 2 $\mu$m wide produces a Hall field of $6.5\times10^{-5}$ MV/cm, or 0.05 meV across $\ell$. The largest omission is the Coulomb energy $e^2/(4\pi\epsilon_0\epsilon_r\ell)=44$ meV for a rough $\epsilon_r=4$. It is comparable with the distance to the nearest level, so the level energies above are those of independent electrons and should not be read as predicted gaps. The sequence 2, 6, 10 also relies on the fourfold degeneracy; where spin or corner degeneracy is lifted, as happens in clean samples at high field, further gaps with other integers open.

A gate controls the density more directly than $\mu$, but the same slope can be read by following a gap in the $(B,n)$ plane. Along any such path,
\begin{equation}
dn=\left(\frac{\partial n}{\partial B}\right)_\mu dB+\left(\frac{\partial n}{\partial\mu}\right)_Bd\mu ,
\end{equation}
and the last term vanishes while $\mu$ stays in an empty gap. Within the model, the line followed by the gap therefore has slope $-\sigma_{xy}/e$, even if $\mu$ changes along it.
